How attraction between steps gives a crystal facet a sharp edge

A crystal held near equilibrium with its vapour often has flat facets joined to rounded regions. The rounded part beside a facet is a staircase of atomic steps. At some facet edges the slope grows continuously from zero; at others it starts at a finite value, so that the edge is a crease. Steps that repel give the first kind. Attraction can give the second, but it must first overcome two repulsions, which are treated here one at a time.

**The staircase and its free energy**

Let all steps have the same sign and height h, and let n be their number per length across the steps. The surface slope is p = hn. The free energy per area projected on the facet plane is

f = γ₀ + βn + F(n),

where γ₀ belongs to the facet, β is the free energy per length of an isolated step, and F contains all effects of steps on each other. The quantity that decides the question is the interaction free energy per step length,

e(n) = F(n)/n.

Steps do not cross. A step at position x(y), running along y, costs an extra (b/2)(dx/dy)² per length, with stiffness b. This assumes small gradients. Pairs at distance r interact with energy per length

u(r) = A/r² − V exp(−r/R).

The first term is elastic repulsion; the second is a model attraction of strength V and range R.

Over a short length dy, a free step makes a Gaussian sideways displacement of variance kT dy/b. With U the total pair energy per length, the partition function Z of the step positions therefore changes by

dZ = (kT/2b) dy Σ∂²Z/∂xᵢ² − (U/kT) Z dy.

Multiplying by kT/dy gives

kT ∂Z/∂y = −HZ, H = −K Σ∂²/∂xᵢ² + U, K = (kT)²/(2b).

For a long staircase Z decays as exp(−E₀y/kT), with E₀ the lowest eigenvalue of H. Thus E₀ is the interaction free energy per length along y, and F = E₀/L for width L. Thermal wandering has become quantum kinetic energy.

**First contribution: entropic repulsion**

Set u = 0. Because steps do not cross, Z vanishes where two positions coincide. The ground state is then the absolute value of a free-fermion determinant, with all wavenumbers from −πn to πn filled:

F = ∫ Kk² dk/(2π) = K·2(πn)³/(3·2π) = π²Kn³/3.

This is repulsion without a force law: neighbours restrict the paths open to a step.

**Second contribution: elastic repulsion**

For u ≠ 0, take the same state as a trial state. Its mean energy is an upper bound on E₀. In a free-fermion determinant the probability density for two steps at distance r is n² − [sin(πnr)/(πr)]². Counting each pair once, u adds per area

P(n) = ∫₀^∞ u(r)[n² − sin²(πnr)/(π²r²)] dr.

Differentiating the bracket once gives 2n − sin(2πnr)/(πr), and once more gives 2 − 2cos(2πnr). Hence

P″(n) = 2∫₀^∞ u(r)[1 − cos(2πnr)] dr, P(0) = P′(0) = 0.

For u = A/r², write q = 2πn and integrate by parts. The boundary terms vanish, so

∫₀^∞ (1 − cos qr)/r² dr = q∫₀^∞ sin(qr)/r dr = πq/2.

So P″ = 2π²An, and two integrations give P = π²An³/3. Both repulsions scale as n³:

F_rep = Cn³, C = π²(K + A)/3.

**Third contribution: attraction**

For the exponential term we need ∫₀^∞exp(−r/R)dr = R and ∫₀^∞exp(−r/R)cos(qr)dr = R/(1 + q²R²). With c = 2πR,

P″ = −2VR[1 − 1/(1 + c²n²)] = −2VR c²n²/(1 + c²n²).

Integrating twice from zero gives P = −VR W(n), with

W′ = 2n − (2/c) arctan(cn),

W = n² − (2n/c) arctan(cn) + ln(1 + c²n²)/c².

When many steps lie within the range R, W approaches n², the mean-field result. When steps are sparse, W″ ≈ 2c²n² and W ≈ c²n⁴/6: non-crossing keeps steps apart, so they rarely sample the attraction.

**Weighing the contributions**

In this trial theory

F = Cn³ − VR W(n).

At very small n the cubic repulsion beats the quartic attraction, and F is convex. At large n the cubic term wins again. Attraction can win only between these limits. Its first effect is a window where F is concave. With s = cn, the condition F″ < 0 is

6Cn < 2VR s²/(1 + s²), or s + 1/s < VRc/(3C).

The left side is at least 2, so a concave window exists if VRc > 6C.

Nonconvexity is not yet a sharp facet edge. Let a fraction w of the surface be covered by steps at density n₁ and the rest be bare facet. The mean density is n = wn₁, and the interaction free energy is

wF(n₁) = n e(n₁).

The cost of boundaries between the regions is neglected, which is allowed when the regions are large. The best n₁ minimizes e. If the minimum e* lies at a finite n* and is negative, a mixture of facet and n* beats every uniform surface with 0 < n < n*. At the minimum,

F′(n*) = F(n*)/n* = e*,

which is the tangent to F drawn from the origin.

For e to become negative we need Cn³ < VRW. Multiplying W by c² and writing n = s/c turns this into

VRc > C s³/[s² − 2s arctan s + ln(1 + s²)].

Numerical minimization of the right side gives 6.8C, at s = 2.07. There are therefore three regimes in this theory:

- VRc < 6C: F is convex, and no slope is skipped.
- 6C < VRc < 6.8C: the common tangent joins two nonzero densities. The facet edge is smooth, and a crease appears farther out.
- VRc > 6.8C: the tangent starts at zero slope, and the facet itself has a sharp edge.

The nonconvex F describes a surface constrained to be uniform. Once the surface may separate into regions, its free energy is the convex envelope, with a straight line across the skipped range.

**From free energy to crystal shape**

Consider a long ridge with profile z(x), symmetric about x = 0, with p = −dz/dx on the right and z(X) = 0 at its base. Integration by parts gives the cross-section area of the right half:

∫₀^X z dx = ∫₀^X x p dx.

To minimize surface energy at fixed area, subtract λ times this area. With p = hn, each x separately requires the smallest value of

βn + F(n) − λhxn = n[β + e(n) − λhx].

The bare facet, n = 0, is best as long as the square bracket is positive for every n. This ends at

x_c = (β + e*)/(λh),

where the density jumps to n*. Beyond x_c, setting the derivative to zero gives β + F′(n) = λhx. Subtracting the same relation at x_c and expanding about n* gives

n − n* ≈ λh(x − x_c)/F″(n*).

The height drop therefore begins as hn*(x − x_c), a straight line. Without attraction, β = λhx_c and 3Cn² = λh(x − x_c). The slope then grows as (x − x_c)^(1/2) and the drop as (x − x_c)^(3/2), with no crease.

**Numbers**

Take T = 600 K (kT = 0.0517 eV), h = 0.25 nm, β = 0.3 eV/nm, b = 1 eV/nm, A = 0.001 eV nm, V = 0.0025 eV/nm and R = 3 nm. Then K = 0.00134 eV nm, and

C = 0.00440 (entropic) + 0.00329 (elastic) = 0.00769 eV nm.

The concave window runs from n = 0.0089 to 0.316 nm⁻¹. Numerical minimization of e gives n* = 0.460 nm⁻¹, a mean step spacing of 2.2 nm. There

e* = 0.00162 − 0.00249 ≈ −0.00086 eV/nm (subtracted before rounding).

The edge slope is p* = 0.25 × 0.460 = 0.115, or 6.6°. All smaller nonzero slopes are skipped, including those below 0.0022, where F is convex: convexity at a point does not protect a slope that lies above the common tangent.

In the trial theory the concave window opens at V = 0.00082 eV/nm, and the facet edge becomes sharp at 0.00092 eV/nm. At V = 0.00087 eV/nm, between the two, the convex envelope skips n = 0.022 to 0.090 nm⁻¹ and leaves the smallest slopes present. At the upper threshold n* is already 0.11 nm⁻¹, so the edge slope jumps from zero to 0.027 as V is raised.

At fixed λ, attraction shrinks the facet by |e*|/β = 0.29%. A tiny energy thus changes the facet width little but the edge angle greatly. For a facet half-width of 1000 nm, the curved surface just outside the edge has radius 87 nm. With V = 0 and the same half-width, λh = 0.3/1000 eV/nm², and the slope reaches 0.115 at a distance

x − x_c = 3Cn*²/(λh) = 3 × 0.00162/0.0003 ≈ 16 nm.

These profiles are averages over several steps, not positions of single steps.

Heating strengthens the entropic repulsion. With b, A, V and R held fixed, the condition VRc = 6.8C is reached at about 1200 K in the trial theory.

**What the trial state leaves out**

The true ground state can lower its energy by correlating the steps. To estimate the gain, H was put on a grid and diagonalized for a few steps on a ring, with interactions between periodic images included. At n = 0.460 nm⁻¹, three, four and five steps give e = −0.00102, −0.00098 and −0.00097 eV/nm. Extrapolating the last two linearly in the inverse square of the step number, and adding the shift found for three steps on a five times finer grid, gives about −0.00092 eV/nm. The trial value is about 6% smaller in magnitude. For four steps the minimum of e lies at slope 0.129 instead of 0.115. Part of this difference is a finite-size effect: the energy of free steps on a ring of four is the bulk value times 1 − 1/16, so the repulsion is slightly too weak there. We take p* to be uncertain by roughly a tenth.

The trial energy is an upper bound. A negative trial e therefore proves that the true e is negative, but a positive one does not prove the opposite. The true threshold for negative e is in fact lower than both trial thresholds. For two isolated steps the relative motion obeys −2Kψ″ + uψ = Eψ with ψ(0) = 0, and this has a bound state from about V = 0.00080 eV/nm. At V = 0.00087 eV/nm a pair is bound by about 10⁻⁶ eV/nm per step, so the true e is negative at low density where the trial e is positive. The narrow regime between the two trial thresholds thus does not carry over as described; what shape replaces it is not determined here.

With V reduced tenfold, the four-step ring gives positive e, rising from 0.00005 to 0.0039 eV/nm over four densities from 0.1 to 0.8 nm⁻¹. This weak attraction gives no sign of a sharp edge.

Binding of pairs would not suffice either. If pairs bound but repelled one another, the surface beside the facet would be a dilute gas of double steps, again with a smooth edge. Here, diagonalization on a 40 nm ring gives −0.00016, −0.00029 and −0.00040 eV/nm per step for clusters of two, three and four. The grid step here is 0.67 nm; finer grids make these energies a few percent smaller in magnitude. The dense state, at −0.00086 or lower, beats them all. Larger finite clusters were not computed. The energy per step is still falling at four, as expected if a growing cluster turns into the dense state with a cost for its two edges. That no larger finite cluster lies below the dense state is assumed here, not shown.

**Beside a real surface**

The parameters are round values in the rough regime of steps on a close-packed metal face such as Cu(111), with two departures. The copper step height is nearer 0.21 nm, which at the same n* gives an edge angle of 5.5°. Its step free energy is nearer 1 eV/nm; this leaves n* unchanged, since β does not enter e, but cuts the facet shrinkage to about 0.09%. The attraction is an assumption, not a known property of clean copper, and the result depends strongly on it: in the trial theory, the edge slope runs from 0.027 to 0.115 between V = 0.00092 and 0.0025 eV/nm.

The small-gradient assumption is also strained. Over 0.25 nm along a step the mean-square gradient is kT/(0.25b) = 0.21, so b must be read as a stiffness averaged over longer lengths; the resulting change in n* was not computed. Interactions among three or more steps are left out. If they add a term in the fourth power of the slope, with a coefficient like that of the cubic term, it changes the cubic term by a fraction of order p*, about a tenth. The edge slope can respond more strongly: with equal coefficients, the trial theory gives about 0.10 if the added term is positive and about 0.15 if it is negative, instead of 0.115. The second value is only a local minimum of e, since a negative quartic term makes e fall without bound at large slopes, where the expansion no longer applies. The 1200 K estimate should not be carried over to a real surface, because real step stiffness changes with temperature.
